# Coincidence sites in a cubic crystal rotated about [001]

## Question

Two grains of a cubic crystal share their [001] axis. Their lattices are $L$ and $RL$, where $R$ is a rotation about [001] through a common lattice site, taken as the origin, with

$$\cos\theta=\tfrac45,\qquad \sin\theta=\tfrac35 .$$

The cube edge is $a$. Lengths are measured in units of $a/2$ unless a unit is given, so every site is an integer triple $p=(m,n,l)$ with the following rule:

- simple cubic: $m,n,l$ all even;
- body-centred cubic: $m,n,l$ all of the same parity;
- face-centred cubic: $m+n+l$ even.

Both lattices are imagined to fill all space. A coincidence site is a point that belongs to both.

## (a) Which sites of $L$ are carried onto sites of $L$?

**Answer.** The rotated site is

$$Rp=(m',n',l),\qquad m'=\frac{4m-3n}{5},\qquad n'=\frac{3m+4n}{5}.$$

It can be a site only if $m'$ and $n'$ are integers. Separate the multiples of five in the numerators:

$$4m-3n=-(m-2n)+5(m-n),$$
$$3m+4n=3(m-2n)+10n .$$

The first numerator is divisible by 5 precisely when $m-2n$ is. The same holds for the second, because 3 and 5 have no common factor. The two requirements are therefore one:

$$m\equiv 2n \pmod 5. \tag{1}$$

The image must also obey the parity rule of the lattice. Take $5m'=4m-3n$ and $5n'=3m+4n$ modulo 2. Odd coefficients become 1 and even ones become 0, so

$$m'\equiv n,\qquad n'\equiv m \pmod 2 .$$

The rotation exchanges the parities of the first two coordinates and leaves the third alone. Each of the three site rules is symmetric in $m$ and $n$, so each survives the exchange. Condition (1) is thus necessary and sufficient in all three lattices.

## (b) What fraction of the sites coincide? What changes if the angle is $90^\circ-\theta$?

**Answer.** Give each site the residue $\rho(p)=m-2n$ modulo 5. This is additive: $\rho(p+q)=\rho(p)+\rho(q)$. The vector $(2,0,0)$, one cube edge, belongs to all three lattices and has residue 2. Adding it repeatedly to a site of residue 0 gives the residues

$$0,\;2,\;4,\;1,\;3,$$

so all five occur. Translation by $(2,0,0)$ carries each class of sites onto the next, and the five classes are therefore equally dense. Condition (1) selects one of them, the class $K$ with $\rho=0$, which holds one fifth of $L$.

The coincidence sites are the images $RK$. A rotation does not alter density, so $RK$ also has one fifth of the density of $L$, which is the density of $RL$ as well. **One site in five of either lattice is a coincidence site.** The sum and difference of two points common to both lattices are again common to both, so the coincidence sites form a lattice themselves.

A direct count agrees. Since $R(10,0,0)=(8,6,0)$ and $R(0,10,0)=(-6,8,0)$ are sites of all three lattices, the pattern repeats every 10 units. One such cube holds 125, 250 and 500 sites of the simple, body-centred and face-centred lattices, of which 25, 50 and 100 coincide.

For the angle $90^\circ-\theta$, write $R_\phi$ for the rotation by $\phi$. A quarter turn maps $L$ onto itself, so

$$R_{90^\circ-\theta}L=R_{-\theta}R_{90^\circ}L=R_{-\theta}L .$$

Moreover $L\cap R_{-\theta}L=R_{-\theta}(R_\theta L\cap L)$, which is the former coincidence lattice turned as a whole. The fraction is again one fifth.

## (c) Find a cell of the coincidence lattice and confirm the fraction from its volume.

**Answer.** First ignore the parity rules and consider integer points in the plane. Condition (1) means $m=2n+5k$ with integer $k$, so

$$(m,n)=n(2,1)+k(5,0).$$

The rotation gives $R(2,1)=(1,2)$ and $R(5,0)=(4,3)$. Because $(-2,1)=2(1,2)-(4,3)$, the second vector may be replaced by $(-2,1)$. The common integer points are therefore

$$(x,y)=u(1,2)+v(-2,1),\qquad u,v\ \text{integers}. \tag{2}$$

These vectors are perpendicular and of equal length, and they span an area $1\cdot1-2\cdot(-2)=5$. For the simple cubic lattice, doubling all coordinates gives the same picture in units of $a$: a square cell of area $5a^2$ in place of $a^2$, with the repeat $a$ along the axis unchanged.

For the face-centred lattice, $x+y+l$ must be even. From (2), $x+y=3u-v$, which has the parity of $u+v$. Hence $u+v+l$ must be even, and the triple can be split as

$$(u,v,l)=l(1,0,1)+\alpha(1,-1,0)+\beta(1,1,0),$$
$$\alpha=\frac{u-l-v}{2},\qquad \beta=\frac{u-l+v}{2}.$$

Both coefficients are integers because $u-l\pm v$ is even. Equation (2) turns the three vectors $(u,v,l)$ into the positions

$$(1,2,1),\qquad (3,1,0),\qquad (-1,3,0),$$

which span the coincidence lattice. The cell volume is $3\cdot3-1\cdot(-1)=10$, in units of $(a/2)^3$. The primitive face-centred cell, spanned by $(1,1,0)$, $(1,0,1)$ and $(0,1,1)$, has volume 2. The ratio is 5, as found in (b).

## (d) To two decimals the angle is $36.87^\circ$. Is the result true at that value taken literally?

**Answer.** No. The angle in (a) is $\arctan(3/4)=36.8698976^\circ$. At $36.87^\circ$ the sites on the axis are the only ones that coincide.

Suppose an off-axis site has in-plane part $(m,n)$ and is carried to integers $(m',n')$. The scalar product gives

$$\cos\theta=\frac{mm'+nn'}{m^2+n^2},$$

a rational number. The angle $36.87^\circ$ is also a rational part of a turn, $36.87/360=1229/12000$. These two facts conflict, as follows.

Put $x=2\cos\theta$ and $P_k=2\cos k\theta$. The addition theorem gives

$$P_{k+1}=xP_k-P_{k-1},\qquad P_0=2,\quad P_1=x .$$

By induction, $P_k$ for $k\ge1$ is a polynomial in $x$ with integer coefficients and leading term $x^k$. If $\theta$ is $j/k$ of a turn, then $k\theta$ is a whole number of turns and

$$P_k(x)-2=0 .$$

Let $x=s/t$ be a rational root in lowest terms. Multiplication by $t^k$ gives $s^k+t\,(\text{integer})=0$, so $t$ divides $s^k$. As $s$ and $t$ share no factor, $t=1$ and $x$ is an integer. Since $|x|\le2$, $\cos\theta$ must be $0$, $\pm\frac12$ or $\pm1$. But $\cos36.87^\circ=0.79999893$, so no off-axis coincidence exists.

A search of a disc holding 11289 integer points, with a match required to $10^{-9}$ of $a/2$, shows the contrast. The angle of (a) gives 2249 coincidences, and $36.87^\circ$ gives one, the origin. The contrast depends on the strict tolerance: inside this disc the rounding moves a site by little more than $10^{-4}$ of $a/2$, and with a tolerance of $2\times10^{-4}$ all 2249 sites match at $36.87^\circ$ too. The search illustrates the proof and does not replace it. The proof applies to every rational part of a turn close to the angle of (a), so an arbitrarily small change of angle can destroy all off-axis coincidences. Sites near the axis still almost coincide after such a change, as (f) shows.

## (e) Apply the result to a titanium nitride diffusion barrier. Find the density of coincident titanium sites and the repeat length along $(3,1,0)$ in the boundary plane that contains this direction and [001].

**Answer.** Titanium nitride has the rocksalt structure. Take $a=0.424$ nm as an assumed input for the example. Titanium occupies the sites with $m+n+l$ even, and nitrogen those with $m+n+l$ odd. By (a), the parity of this sum is unchanged at a coincidence, so titanium falls on titanium and nitrogen on nitrogen. The argument of (b) gives one fifth for each species.

There are four titanium sites per cube:

$$\frac{4}{(0.424\ \text{nm})^3}=52.5\ \text{nm}^{-3},\qquad \frac{52.5}{5}=10.5\ \text{nm}^{-3}\ \text{coincident}.$$

In the axes of the turned grain, the boundary direction $(3,1,0)$ reads

$$R^{-1}(3,1,0)=\left(\frac{12+3}{5},\frac{-9+4}{5},0\right)=(3,-1,0).$$

The plane therefore cuts both grains along equivalent faces, of type $\{310\}$. By (c), $(3,1,0)$ is a coincidence vector, and no shorter integer vector lies along it. The repeat length is

$$\frac{\sqrt{10}}{2}\,a=0.670\ \text{nm}=6.70\ \text{Å}.$$

This period is sturdier than the coincidence of atoms. If one grain is shifted rigidly, the atoms may no longer coincide, but a translation by a common lattice vector still maps each grain onto itself.

## (f) Which neglected effects matter in a real film, and how large are they?

**Answer.** Call two sites matched while they lie within one tenth of the bulk Ti–Ti spacing $a/\sqrt2=0.300$ nm, that is, within 0.0300 nm. This threshold is a choice.

*Angle.* An extra rotation $\delta$ moves a site at distance $r$ from the axis along a chord of length $2r\sin(\delta/2)$. For $\delta=1^\circ$ the match around the origin is lost at

$$r=\frac{0.0300\ \text{nm}}{2\sin0.5^\circ}=1.72\ \text{nm},$$

or between two and three boundary repeats. The loss is local. Where the extra displacement equals a vector joining a site of one ideal grain to a site of the other, the sites in that neighbourhood come close together again and the pattern of matches returns. These are near coincidences only: an exact one off the axis would need rational $\cos$ and $\sin$ of $\theta+1^\circ$, hence a rational $\cos1^\circ$, which (d) excludes. The shortest such vector perpendicular to the axis has length $a/\sqrt{10}=0.134$ nm, so matched patches recur about $0.134/(2\sin0.5^\circ)=7.7$ nm apart, with poorly matched regions between them. The rounding to $36.87^\circ$ is an error of only $1.02\times10^{-4}$ degrees, and the match lasts to about $1.7\times10^4$ nm.

*Lattice parameter.* If the grains differ by a fraction $f$ in $a$, the separation at distance $r$ from the origin is $fr$. For $f=0.2\,\%$ the match around the origin is lost at $0.0300/0.002=15$ nm. This loss is also local: perpendicular to the axis, matched patches recur about $0.134/0.002=67$ nm apart.

*Temperature.* A uniform strain common to both grains moves coincident sites together, so the fraction stays one fifth. With a rough expansion coefficient of $9\times10^{-6}$ K$^{-1}$, free expansion from 300 to 700 K gives a strain of $0.36\,\%$ and lengthens the boundary repeat by 0.0024 nm. In a film bonded to a thick substrate, the expansion within the film plane largely follows the substrate instead.

*Relaxation.* Let $S$ be the reflection $y\to-y$, which maps $L$ onto itself. Then $RL=RSL$, and $RS$ is the reflection in the plane at angle $\theta/2$ to the $x$ axis. Since

$$\tan\frac\theta2=\frac{\sin\theta}{1+\cos\theta}=\frac13,$$

this is the boundary plane of (e), and the two grains are mirror images in it. The height of a site above the plane is $(-x+3y)/\sqrt{10}$, so for sites of $L$, and hence for their mirror images, heights are multiples of $1/\sqrt{10}$. The titanium site $(1,0,1)$ lies at $-1/\sqrt{10}$ and faces its image at $+1/\sqrt{10}$. Their distance is

$$\frac{2}{\sqrt{10}}\cdot\frac a2=\frac{a}{\sqrt{10}}=0.134\ \text{nm}.$$

No titanium pair across the plane is closer. Sites off the plane on opposite sides are at least this far apart in height alone. Titanium sites on the plane belong to both lattices, so they are at least the bulk spacing away from all other titanium sites. Nitrogen has the same clash: the site $(1,0,0)$ faces its image at 0.134 nm.

The facing pair has only 0.45 of the bulk spacing and falls short of it by 0.166 nm. A $1^\circ$ error, by comparison, displaces a site one repeat from the axis by about 0.012 nm. At that scale the shortfall is the largest mismatch found here. The ratio 0.45 belongs to the mirror position of the grains. Sliding one grain rigidly within the boundary plane can raise the closest Ti–Ti distance to about 0.23 nm, roughly three quarters of the bulk spacing, which is still too short. Atoms must move apart, or some must be absent.

*The real barrier.* In a polycrystalline barrier film, grain boundaries can be paths for diffusion. The value of $a$ used here is an assumed input, and the fraction one fifth does not depend on it. Two assumptions need particular care in a real film: that the misorientation is precisely $\theta$, and that atoms stay on ideal sites. A $1^\circ$ error breaks the match into separate patches a few nanometres across, and at the boundary plane of (e), with the grains in mirror position, ideal sites would leave facing titanium atoms at less than half the bulk spacing. The lattice geometry fixes the period of the ideal boundary. It does not give the boundary's energy or its diffusivity, so a high density of coincidence sites alone does not show that a boundary is a good barrier.

The computed values are collected in the numerical output.

## Numbers as computed

```
exact coincidence angle: 36.8698976 degrees
sc: 25 of 125 sites coincide in one period
bcc: 50 of 250 sites coincide in one period
fcc: 100 of 500 sites coincide in one period
nitrogen: 100 of 500 sites coincide in one period
sc: matched fraction in a finite ball = 0.2018
bcc: matched fraction in a finite ball = 0.2028
fcc: matched fraction in a finite ball = 0.2004
nitrogen: matched fraction in a finite ball = 0.1999
fcc common cell volume: 10.0 (a/2)^3
fcc primitive cell volume: 2.0 (a/2)^3
integer points in test disc: 11289
coincidences in disc, exact angle: 2249
coincidences in disc, 36.87 degrees: 1
cosine of 36.87 degrees: 0.79999893
TiN cube edge (rough): 0.424 nm
bulk Ti-Ti spacing: 0.2998 nm
Ti site density: 52.48 per nm^3
coincident Ti site density: 10.50 per nm^3
repeat along (310) boundary: 0.6704 nm
same repeat: 6.704 angstrom
allowed separation (tenth of Ti-Ti): 0.0300 nm
rounding error of the angle: 1.024e-04 degrees
matched distance, rounded angle: 16783 nm
assumed angular error: 1.0 degree
matched distance, angular error: 1.72 nm
assumed lattice-parameter difference: 0.2 %
matched distance, that difference: 15.0 nm
expansion coefficient (rough): 9.0e-06 per K
reference and use temperatures: 300 and 700 K
common thermal strain: 0.36 %
growth of boundary repeat: 0.00241 nm
closest Ti-Ti across unrelaxed boundary: 0.1341 nm
ratio to bulk Ti-Ti spacing: 0.447
shortfall against bulk spacing: 0.1657 nm
```
